# Gaussian failure margin for ten billion printed contacts: a program that tests the result

```python
# Result under test: with N = 1e10 contacts and a Gaussian critical dimension
# (CD), one expected one-sided failure needs a margin z = (mean - limit)/sigma
# that solves Q(z) = 1/N, giving z = 6.36.  Q is the upper normal tail.
# Also tested: tail bounds, sensitivity, the role of independence, and the
# error made when CD is a curved function of a Gaussian effective dose.
# Lengths are in nm; dose is relative to the nominal dose.
import numpy as np
import mpmath as mp
from scipy.optimize import brentq
from scipy.stats import norm, poisson

mp.mp.dps = 30
N = 1e10


def tail_by_integration(z):
    """Upper normal tail integrated directly from the density."""
    z = mp.mpf(float(z))
    density = lambda t: mp.exp(-t * t / 2) / mp.sqrt(2 * mp.pi)
    return float(mp.quad(density, [z, z + 1, z + 3, z + 8, z + 16]))


def lower_bound(z):
    return z * norm.pdf(z) / (1 + z * z)


def upper_bound(z):
    return norm.pdf(z) / z


# --- required margin and its elementary enclosure ---
z_one = brentq(lambda z: np.log(N * norm.sf(z)), 4, 9, xtol=1e-13)
z_two = brentq(lambda z: np.log(2 * N * norm.sf(z)), 4, 9, xtol=1e-13)
assert abs(N * tail_by_integration(z_one) - 1) < 1e-9
assert abs(2 * N * tail_by_integration(z_two) - 1) < 1e-9
assert round(z_one, 2) == 6.36
for z in (0.5, 1.0, 3.0, 6.36, 8.0):
    assert lower_bound(z) < tail_by_integration(z) < upper_bound(z)
assert N * lower_bound(6.360) > 1 > N * upper_bound(6.365)

# --- sensitivity of the failure probability to the margin ---
hazard = norm.pdf(z_one) / norm.sf(z_one)
step = 1e-3
slope = (np.log(tail_by_integration(z_one + step))
         - np.log(tail_by_integration(z_one - step))) / (2 * step)
assert abs(slope + hazard) < 1e-5
assert z_one < hazard < z_one + 1 / z_one
z_decade = norm.isf(0.1 / N)
assert abs((z_decade - z_one) - np.log(10) / hazard) < 0.02

# --- failure-free probability, independent contacts ---
p_zero = np.exp(N * np.log1p(-1 / N))
assert abs(p_zero - np.exp(-1)) < 1e-9
target_yield = 0.99
p_yield = -np.expm1(np.log(target_yield) / N)
z_yield = norm.isf(p_yield)
assert abs(np.exp(-N * tail_by_integration(z_yield)) - target_yield) < 1e-8


def shared_offset_statistics(count, z, rho):
    """Mean failures and P(no failure); rho = shared fraction of variance."""
    g = np.linspace(-9, 9, 20001)
    p = norm.sf((z - np.sqrt(rho) * g) / np.sqrt(1 - rho))
    weight = norm.pdf(g) * (g[1] - g[0])
    return (count * np.sum(weight * p),
            np.sum(weight * np.exp(count * np.log1p(-p))))


# Simulation on a smaller array that also has one expected failure
rng = np.random.default_rng(7)
small, trials = 1000, 10000
z_small = norm.isf(1 / small)
simulated = {}
for rho in (0.0, 0.2):
    failures = np.empty(trials)
    for start in range(0, trials, 1000):
        common = rng.standard_normal((1000, 1))
        own = rng.standard_normal((1000, small))
        x = np.sqrt(rho) * common + np.sqrt(1 - rho) * own
        failures[start:start + 1000] = np.sum(x > z_small, axis=1)
    error = failures.std() / np.sqrt(trials)
    assert abs(failures.mean() - 1) < 5 * error
    simulated[rho] = (failures.mean(), error, np.mean(failures == 0))
    expected_zero = shared_offset_statistics(small, z_small, rho)[1]
    assert abs(simulated[rho][2] - expected_zero) < 0.025
assert simulated[0.2][2] > simulated[0.0][2] + 0.05

# --- worked contact array ---
cd_mean, cd_fail, pitch, contrast = 20.0, 14.0, 40.0, 0.85
sigma_trial = 1.0
margin_nm = cd_mean - cd_fail
z_trial = margin_nm / sigma_trial
failures_trial = N * norm.sf(z_trial)
assert abs(failures_trial / (N * tail_by_integration(z_trial)) - 1) < 1e-9
sigma_max = margin_nm / z_one

# Neglected effects, starting from the design with one expected failure
underestimate = 0.05
failures_sigma = N * norm.sf(z_one / (1 + underestimate))
sigma_shared = 0.2
rho_design = (sigma_shared / sigma_max) ** 2
mean_shared, zero_shared = shared_offset_statistics(N, z_one, rho_design)
assert abs(mean_shared - 1) < 1e-6
bad_fraction = 1e-6
failures_bad = N * bad_fraction * norm.sf(z_one / 2)


# Curved CD-dose relation of a sinusoidal image with threshold 1
def cd_from_dose(dose):
    return pitch / np.pi * np.arccos((1 / dose - 1) / contrast)


def cd_from_image(dose):
    image = lambda x: dose * (1 + contrast * np.cos(2 * np.pi * x / pitch)) - 1
    return 2 * brentq(image, 0, pitch / 2, xtol=1e-13)


for dose in (0.65, 0.8, 1.0, 1.3):
    assert abs(cd_from_dose(dose) - cd_from_image(dose)) < 1e-9
cd_slope = pitch / (np.pi * contrast)
numeric_slope = (cd_from_image(1.001) - cd_from_image(0.999)) / 0.002
assert abs(numeric_slope / cd_slope - 1) < 1e-4
dose_fail = 1 / (1 + contrast * np.cos(np.pi * cd_fail / pitch))
assert abs(cd_from_image(dose_fail) - cd_fail) < 1e-9
sigma_dose = sigma_max / cd_slope
z_dose = (1 - dose_fail) / sigma_dose
failures_dose = N * norm.sf(z_dose)

# Direct sum over the dose distribution
u = np.linspace(-7, 7, 400001)
weight = norm.pdf(u) * (u[1] - u[0])
cd = cd_from_dose(1 + sigma_dose * u)
failures_sum = N * np.sum(weight[cd < cd_fail])
assert abs(failures_sum / failures_dose - 1) < 1e-3
curved_mean = np.sum(weight * cd)
curved_sd = np.sqrt(np.sum(weight * (cd - curved_mean) ** 2))
z_apparent = (curved_mean - cd_fail) / curved_sd
assert z_dose < z_apparent
sigma_dose_needed = (1 - dose_fail) / z_one
sigma_cd_needed = cd_slope * sigma_dose_needed
quanta = 1 / sigma_dose ** 2
failures_poisson = N * poisson.cdf(np.floor(quanta * dose_fail), quanta)

print(f"Number of contacts: {N:.0e}")
print(f"Required one-sided margin: {z_one:.4f} sigma")
print(f"Required two-sided margin: {z_two:.4f} sigma")
print(f"N x lower tail bound at z=6.360: {N*lower_bound(6.360):.5f}")
print(f"N x upper tail bound at z=6.365: {N*upper_bound(6.365):.5f}")
print(f"Expected failures at z=6.36: {N*norm.sf(6.36):.4f}")
print(f"Log sensitivity h at required margin: {hazard:.4f} per sigma")
print(f"Linear estimate, cost of a decade: {np.log(10)/hazard:.4f} sigma")
print(f"Actual cost of next decade: {z_decade-z_one:.4f} sigma")
print(f"P(no failure), independent: {p_zero:.4f}")
print(f"P(at least one failure), independent: {1-p_zero:.4f}")
print(f"Target P(no failure): {target_yield:.2f}")
print(f"Failure probability for that target: {p_yield:.4e}")
print(f"Margin for that target: {z_yield:.4f} sigma")
print(f"Simulation: {trials} arrays of {small} contacts")
for rho, (mean, error, zero) in simulated.items():
    print(f"Shared variance {rho:.1f}: mean {mean:.3f} +/- {error:.3f}, "
          f"P(no failure) {zero:.3f}")
print(f"Mean CD: {cd_mean:.1f} nm; failure limit: {cd_fail:.1f} nm")
print(f"CD margin: {margin_nm:.1f} nm; trial sigma: {sigma_trial:.2f} nm")
print(f"Trial margin: {z_trial:.2f} sigma")
print(f"Trial expected failures: {failures_trial:.3f}")
print(f"Largest allowed CD sigma: {sigma_max:.4f} nm")
print(f"Allowed CD sigma for 99% target: {margin_nm/z_yield:.4f} nm")
print(f"Failures if sigma is {underestimate:.0%} larger: {failures_sigma:.2f}")
print(f"Shared offset sigma: {sigma_shared:.2f} nm")
print(f"Shared fraction of variance: {rho_design:.4f}")
print(f"Shared offset: expected failures {mean_shared:.4f}")
print(f"Shared offset: P(no failure) {zero_shared:.4f}")
print(f"Fraction with doubled sigma: {bad_fraction:.0e}")
print(f"Expected failures from that fraction: {failures_bad:.2f}")
print(f"Image pitch: {pitch:.1f} nm; contrast C: {contrast:.2f}")
print(f"CD slope dCD/dlnD at nominal dose: {cd_slope:.3f} nm")
print(f"Relative dose at failure limit: {dose_fail:.4f}")
print(f"Relative effective-dose sigma: {sigma_dose:.5f}")
print(f"Curved model, CD mean: {curved_mean:.3f} nm")
print(f"Curved model, CD standard deviation: {curved_sd:.4f} nm")
print(f"Apparent margin from CD mean and sd: {z_apparent:.3f} sigma")
print(f"Failures inferred from apparent margin: {N*norm.sf(z_apparent):.2f}")
print(f"True margin in Gaussian dose: {z_dose:.3f} sigma")
print(f"Expected failures, Gaussian dose: {failures_dose:.3e}")
print(f"Effective Poisson count: {quanta:.1f}")
print(f"Expected failures, Poisson dose: {failures_poisson:.3e}")
print(f"Allowed relative dose sigma, curved model: {sigma_dose_needed:.5f}")
print(f"Allowed linearized CD sigma, curved model: {sigma_cd_needed:.4f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Number of contacts: 1e+10
Required one-sided margin: 6.3613 sigma
Required two-sided margin: 6.4670 sigma
N x lower tail bound at z=6.360: 1.00769
N x upper tail bound at z=6.365: 0.99949
Expected failures at z=6.36: 1.0088
Log sensitivity h at required margin: 6.5116 per sigma
Linear estimate, cost of a decade: 0.3536 sigma
Actual cost of next decade: 0.3447 sigma
P(no failure), independent: 0.3679
P(at least one failure), independent: 0.6321
Target P(no failure): 0.99
Failure probability for that target: 1.0050e-12
Margin for that target: 7.0338 sigma
Simulation: 10000 arrays of 1000 contacts
Shared variance 0.0: mean 0.984 +/- 0.010, P(no failure) 0.369
Shared variance 0.2: mean 1.003 +/- 0.026, P(no failure) 0.645
Mean CD: 20.0 nm; failure limit: 14.0 nm
CD margin: 6.0 nm; trial sigma: 1.00 nm
Trial margin: 6.00 sigma
Trial expected failures: 9.866
Largest allowed CD sigma: 0.9432 nm
Allowed CD sigma for 99% target: 0.8530 nm
Failures if sigma is 5% larger: 6.87
Shared offset sigma: 0.20 nm
Shared fraction of variance: 0.0450
Shared offset: expected failures 1.0000
Shared offset: P(no failure) 0.6040
Fraction with doubled sigma: 1e-06
Expected failures from that fraction: 7.35
Image pitch: 40.0 nm; contrast C: 0.85
CD slope dCD/dlnD at nominal dose: 14.979 nm
Relative dose at failure limit: 0.7216
Relative effective-dose sigma: 0.06297
Curved model, CD mean: 19.939 nm
Curved model, CD standard deviation: 0.9617 nm
Apparent margin from CD mean and sd: 6.176 sigma
Failures inferred from apparent margin: 3.29
True margin in Gaussian dose: 4.422 sigma
Expected failures, Gaussian dose: 4.888e+04
Effective Poisson count: 252.2
Expected failures, Poisson dose: 1.442e+04
Allowed relative dose sigma, curved model: 0.04377
Allowed linearized CD sigma, curved model: 0.6557 nm
ALL CHECKS PASSED
```
